# Field Profile, Length and Gradient Limit of a Sodium Zeeman Slower: verification in Python

```python
"""Zeeman slower: constant deceleration a needs the field
    B(z) = B_b + (hbar k v0 / muB) sqrt(1 - 2 a z / v0^2),
and steady following needs |dB/dz| < hbar k a_lim / (muB v),
a_lim = (hbar k Gamma / 2 m) s / (1 + s).
k: laser wavenumber, Gamma: angular decay rate, m: atomic mass,
s: saturation parameter, v0 / vf: entrance / exit speed,
eta: a / a_max, lock: constant detuning seen by the moving atom.
Atomic inputs are rounded values for sodium."""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import minimize_scalar

hbar, kB = const.hbar, const.k
muB = const.physical_constants["Bohr magneton"][0]
g_spin = abs(const.physical_constants["electron g factor"][0])

mass_u, wavelength, width_hz = 23.0, 589e-9, 9.8e6
T_oven, vf, eta, s = 600.0, 30.0, 0.5, 3.0
m = mass_u * const.atomic_mass
k = 2 * np.pi / wavelength
Gamma = 2 * np.pi * width_hz
a_max = hbar * k * Gamma / (2 * m)
eta_lim = s / (1 + s)
a_lim = eta_lim * a_max
a = eta * a_max
v0 = np.sqrt(3 * kB * T_oven / m)


# Excited population: master-equation steady state against the formula
def excited_fraction(sat, det):
    """Numerical steady state; rates in units of Gamma."""
    rabi = np.sqrt(sat / 2)
    H = np.array([[0, rabi / 2], [rabi / 2, -det]], complex)
    c = np.array([[0, 1], [0, 0]], complex)
    n, one = c.conj().T @ c, np.eye(2)
    liou = -1j * (np.kron(H, one) - np.kron(one, H.T))
    liou += np.kron(c, c.conj())
    liou -= 0.5 * (np.kron(n, one) + np.kron(one, n.T))
    liou[0] = [1, 0, 0, 1]
    return np.linalg.solve(liou, np.array([1, 0, 0, 0], complex))[3].real


for sat, det in [(0.2, 0.0), (3.0, -0.7), (3.0, 2.0), (50.0, 1.0)]:
    formula = 0.5 * sat / (1 + sat + 4 * det**2)
    assert abs(excited_fraction(sat, det) - formula) < 1e-10


# Stretched transition: full diagonalization, energies / h in GHz
def spin(j):
    mj = np.arange(j, -j - 1, -1)
    up = np.diag(np.sqrt(j * (j + 1) - mj[1:] * (mj[1:] + 1)), 1)
    return [(up + up.T) / 2, (up - up.T) / 2j, np.diag(mj)]


def stretched_energy(l, spin_orbit, hyperfine, B):
    dl, ds, di = int(2 * l + 1), 2, 4
    L = [np.kron(x, np.eye(ds * di)) for x in spin(l)]
    S = [np.kron(np.eye(dl), np.kron(x, np.eye(di))) for x in spin(0.5)]
    I = [np.kron(np.eye(dl * ds), x) for x in spin(1.5)]
    H = sum(spin_orbit * p @ q + hyperfine * r @ (p + q)
            for p, q, r in zip(L, S, I))
    unit = muB / const.h / 1e9
    H = H + unit * B * (L[2] + g_spin * S[2] + 1e-3 * I[2])
    energy, vec = np.linalg.eigh(H)
    M = L[2] + S[2] + I[2]
    projection = np.einsum("ij,ik,kj->j", vec.conj(), M, vec).real
    return energy[np.argmax(projection)]


def transition(B):
    return stretched_energy(1, 300.0, 0.02, B) - stretched_energy(
        0, 0.0, 0.9, B)


B_ref = 0.002
for B_test in (0.01, 0.05, 0.1):
    slope = (transition(B_test) - transition(B_ref)) / (B_test - B_ref)
    assert abs(slope * 1e9 * const.h / muB - 1) < 1e-8


# Design formulas
def lock_detuning(fraction):
    return -0.5 * Gamma * np.sqrt(s / fraction - 1 - s)


def design_speed(z, decel):
    return np.sqrt(np.maximum(v0**2 - 2 * decel * z, 0.0))


def root_field(z, decel, bias=0.0):
    return bias + hbar * k * design_speed(z, decel) / muB


def slower_length(decel):
    return (v0**2 - vf**2) / (2 * decel)


def gradient(decel, v):
    return hbar * k * decel / (muB * v)


# Trajectory from the light force alone
def fly(field, length, v_start, laser):
    def rhs(t, y):
        det = laser + k * y[1] - muB * field(y[0]) / hbar
        return [y[1], -a_max * s / (1 + s + 4 * det**2 / Gamma**2)]

    def at_exit(t, y):
        return y[0] - length
    at_exit.terminal = True
    sol = solve_ivp(rhs, (0, 0.02), [0.0, v_start], events=at_exit,
                    max_step=2e-6, rtol=1e-8, atol=1e-9)
    assert sol.status == 1, "atom did not reach the exit"
    return sol


length = slower_length(a)
lock = lock_detuning(eta)


def nominal(z):
    return root_field(z, a)


run = fly(nominal, length, v0, lock)
deviation = np.max(np.abs(run.y[1] - design_speed(run.y[0], a)))
assert deviation < 0.05
transit = run.t[-1]
assert abs(transit / ((v0 - vf) / a) - 1) < 1e-3

# A bias field with the matching laser detuning gives the same slowing
bias = 0.020
biased = fly(lambda z: root_field(z, a, bias), length, v0,
             lock + muB * bias / hbar)
assert abs(biased.y[1, -1] - vf) < 0.1

# Stability: a displaced atom returns; slower atoms join, faster are lost
displaced = fly(nominal, length, v0 + 3.0, lock).y[1, -1]
v_slow, v_fast = 400.0, v0 + 30.0
exit_slow = fly(nominal, length, v_slow, lock).y[1, -1]
exit_fast = fly(nominal, length, v_fast, lock).y[1, -1]
assert abs(displaced - vf) < 0.5 and abs(exit_slow - vf) < 0.5
assert exit_fast > 0.9 * v_fast
# With the positive root the same displacement ejects the atom
wrong_root = fly(nominal, length, v0 + 3.0, -lock).y[1, -1]
assert wrong_root > 10 * vf

# Gradient limit: root profiles 5% below and 5% above it
exit_root = {}
for factor in (0.95, 1.05):
    decel = factor * a_lim
    start = lock_detuning(factor * eta_lim) if factor < 1 else 0.0
    exit_root[factor] = fly(lambda z: root_field(z, decel),
                            slower_length(decel), v0, start).y[1, -1]
assert abs(exit_root[0.95] - vf) < 0.5
assert exit_root[1.05] > 10 * vf

# Linear field: only the entrance is critical, the limit then relaxes.
# The lag behind resonance grows as the demand falls, hence 20 m/s.
v_end_linear = 200.0
exit_linear = {}
for factor in (0.95, 1.30):
    G = factor * gradient(a_lim, v0)
    start = lock_detuning(factor * eta_lim) if factor < 1 else 0.0
    path = hbar * k * (v0 - v_end_linear) / (muB * G)
    exit_linear[factor] = fly(lambda z: hbar * k * v0 / muB - G * z,
                              path, v0, start).y[1, -1]
assert abs(exit_linear[0.95] - v_end_linear) < 20
assert exit_linear[1.30] > 2 * v_end_linear

# Gradient formula against finite differences of the profile
for part in (0.1, 0.5, 0.9):
    z, h = part * length, 1e-5
    slope = (nominal(z - h) - nominal(z + h)) / (2 * h)
    assert abs(slope / gradient(a, design_speed(z, a)) - 1) < 1e-5


# Thermal beam: flux distribution
def flux(v):
    return v**3 * np.exp(-m * v**2 / (2 * kB * T_oven))


peak = minimize_scalar(lambda v: -flux(v) / flux(v0),
                       bounds=(100, 2000), method="bounded",
                       options={"xatol": 1e-6}).x
assert abs(peak / v0 - 1) < 1e-5
captured = quad(flux, vf, v0)[0] / quad(flux, 0, 8000)[0]

B_in, B_out = nominal(0.0), nominal(length)
recoil = hbar * k / m
print(f"atomic mass (rounded input): {mass_u:.1f} u")
print(f"wavelength (rounded input): {wavelength*1e9:.0f} nm")
print(f"Gamma/2pi (rounded input): {width_hz/1e6:.1f} MHz")
print(f"oven temperature: {T_oven:.0f} K")
print(f"exit speed vf: {vf:.0f} m/s")
print(f"eta = a/a_max: {eta:.2f}")
print(f"saturation parameter s: {s:.1f}")
print(f"wavenumber k: {k:.4e} 1/m")
print(f"Gamma: {Gamma:.4e} 1/s")
print(f"recoil speed: {recoil*100:.3f} cm/s")
print(f"most probable beam speed v0: {v0:.1f} m/s")
print(f"flux fraction between vf and v0: {captured:.3f}")
print(f"a_max: {a_max:.4e} m/s^2")
print(f"a_lim at this s: {a_lim:.4e} m/s^2")
print(f"design deceleration a: {a:.4e} m/s^2")
print(f"full stopping length L0: {v0**2/(2*a):.4f} m")
print(f"slower length L: {length:.4f} m")
print(f"transit time: {transit*1e3:.3f} ms")
print(f"scattered photons: {(v0-vf)/recoil:.0f}")
print(f"Doppler shift k v0/2pi: {k*v0/2/np.pi/1e6:.1f} MHz")
print(f"muB/h: {muB/const.h/1e9:.3f} MHz/mT")
print(f"entrance field: {B_in*1e3:.2f} mT")
print(f"exit field: {B_out*1e3:.2f} mT")
print(f"field span: {(B_in-B_out)*1e3:.2f} mT")
print(f"field span converted: {(B_in-B_out)*1e4:.1f} G")
print(f"lock detuning/2pi: {lock/2/np.pi/1e6:.2f} MHz")
print(f"speed lag |lock|/k: {abs(lock)/k:.2f} m/s")
print(f"entrance gradient, design: {gradient(a, v0)*1e3:.1f} mT/m")
print(f"entrance gradient limit: {gradient(a_lim, v0)*1e3:.1f} mT/m")
print(f"entrance limit converted: {gradient(a_lim, v0)*100:.3f} G/cm")
print(f"entrance limit, s to infinity: {gradient(a_max, v0)*1e3:.1f} mT/m")
print("z/L | z (m) | v (m/s) | B (mT) | |dB/dz| (mT/m) | limit (mT/m)")
for part in (0, 0.25, 0.5, 0.75, 1.0):
    z = part * length
    v = design_speed(z, a)
    print(f"{part:.2f} | {z:.4f} | {v:.1f} | {nominal(z)*1e3:.2f} | "
          f"{gradient(a, v)*1e3:.1f} | {gradient(a_lim, v)*1e3:.1f}")
print(f"trajectory: largest deviation from v(z): {deviation:.1e} m/s")
print(f"enters at {v_slow:.1f} m/s, leaves at {exit_slow:.2f} m/s")
print(f"enters at {v_fast:.1f} m/s, leaves at {exit_fast:.1f} m/s")
print(f"v0 + 3 m/s, negative root: leaves at {displaced:.2f} m/s")
print(f"v0 + 3 m/s, positive root: leaves at {wrong_root:.1f} m/s")
for factor, speed in exit_root.items():
    print(f"root profile at {factor:.2f} of limit: exit {speed:.1f} m/s")
print(f"linear field, speed aimed at: {v_end_linear:.0f} m/s")
for factor, speed in exit_linear.items():
    print(f"linear, {factor:.2f} of entrance limit: exit {speed:.1f} m/s")
print("checks complete")
```

Printed output:

```
atomic mass (rounded input): 23.0 u
wavelength (rounded input): 589 nm
Gamma/2pi (rounded input): 9.8 MHz
oven temperature: 600 K
exit speed vf: 30 m/s
eta = a/a_max: 0.50
saturation parameter s: 3.0
wavenumber k: 1.0668e+07 1/m
Gamma: 6.1575e+07 1/s
recoil speed: 2.946 cm/s
most probable beam speed v0: 806.7 m/s
flux fraction between vf and v0: 0.442
a_max: 9.0686e+05 m/s^2
a_lim at this s: 6.8014e+05 m/s^2
design deceleration a: 4.5343e+05 m/s^2
full stopping length L0: 0.7175 m
slower length L: 0.7165 m
transit time: 1.713 ms
scattered photons: 26367
Doppler shift k v0/2pi: 1369.5 MHz
muB/h: 13.996 MHz/mT
entrance field: 97.85 mT
exit field: 3.64 mT
field span: 94.21 mT
field span converted: 942.1 G
lock detuning/2pi: -6.93 MHz
speed lag |lock|/k: 4.08 m/s
entrance gradient, design: 68.2 mT/m
entrance gradient limit: 102.3 mT/m
entrance limit converted: 10.228 G/cm
entrance limit, s to infinity: 136.4 mT/m
z/L | z (m) | v (m/s) | B (mT) | |dB/dz| (mT/m) | limit (mT/m)
0.00 | 0.0000 | 806.7 | 97.85 | 68.2 | 102.3
0.25 | 0.1791 | 698.7 | 84.76 | 78.7 | 118.1
0.50 | 0.3583 | 570.8 | 69.24 | 96.4 | 144.5
0.75 | 0.5374 | 404.2 | 49.03 | 136.1 | 204.1
1.00 | 0.7165 | 30.0 | 3.64 | 1833.4 | 2750.1
trajectory: largest deviation from v(z): 9.7e-09 m/s
enters at 400.0 m/s, leaves at 30.00 m/s
enters at 836.7 m/s, leaves at 835.0 m/s
v0 + 3 m/s, negative root: leaves at 30.00 m/s
v0 + 3 m/s, positive root: leaves at 802.0 m/s
root profile at 0.95 of limit: exit 30.0 m/s
root profile at 1.05 of limit: exit 767.8 m/s
linear field, speed aimed at: 200 m/s
linear, 0.95 of entrance limit: exit 190.8 m/s
linear, 1.30 of entrance limit: exit 791.9 m/s
checks complete
```
